# Finding an Ion-Etch Threshold from Two Yields under a Square-Root Law

## Problem

A surface is etched by energetic ions while a reactive gas keeps it covered with reactant. The etch yield $Y$ is the number of substrate atoms removed per incident ion. Two measurements give

$$
Y_1=0.4\ \text{at}\ E_1=100\ \text{eV},\qquad
Y_2=0.8\ \text{at}\ E_2=256\ \text{eV}.
$$

Assume that the yield follows the empirical law

$$
Y(E)=
\begin{cases}
A\left(\sqrt E-\sqrt{E_{\rm th}}\right), & E>E_{\rm th},\\
0, & E\le E_{\rm th},
\end{cases}
\qquad A>0,\quad E_{\rm th}>0. \tag{1}
$$

Here $E$ is the energy with which an ion strikes the surface, $E_{\rm th}$ is the threshold energy, and $A$ is a constant of the process.

(a) Find $E_{\rm th}$ and $A$.

(b) Which pairs of yields allow a positive threshold at all?

(c) Each yield has an independent relative error of 5 %. How uncertain is the threshold?

(d) How far could an error in the energy scale, etching without ions, or a spread of ion energies move the result?

Both measurements use the same ion species, angle of incidence, surface, ion flux and gas supply. Until part (d), all ions in one measurement have the same energy, and nothing is etched without them. The surface is taken as fully covered with reactant; the second variation removes this assumption.

The law must be written out because the words "square-root law" could also mean $Y=C\sqrt{E-E_{\rm th}}$. That is a different law, treated in the first variation.

## Hints

1. Use $x=\sqrt E$ as the variable instead of $E$. What kind of graph is $Y(x)$ above threshold?
2. Subtract the two yield equations. One unknown disappears.
3. The intercept on the $x$ axis is $\sqrt{E_{\rm th}}$, which cannot be negative. Look at its sign before squaring it.
4. For part (c), differentiate the intercept with respect to each yield. Compare the signs of the two derivatives.
5. For part (d), correct the energies or the yields first, and then repeat the inversion.

## Full solution

### (a) The threshold and the slope

Define $x=\sqrt E$ and $s=\sqrt{E_{\rm th}}$, both taken as positive roots. Since both measured yields are positive, both energies lie above threshold, and the upper line of (1) applies to each:

$$
Y_1=A(x_1-s),\qquad Y_2=A(x_2-s). \tag{2}
$$

These are two points on a straight line of slope $A$ that meets the $x$ axis at $s$. Subtracting the first equation from the second removes $s$:

$$
Y_2-Y_1=A(x_2-x_1)
\quad\Longrightarrow\quad
A=\frac{Y_2-Y_1}{x_2-x_1}. \tag{3}
$$

The first equation of (2) gives $s=x_1-Y_1/A$. Inserting (3) and using a common denominator,

$$
\begin{aligned}
s&=x_1-\frac{Y_1(x_2-x_1)}{Y_2-Y_1}\\
&=\frac{x_1Y_2-x_1Y_1-Y_1x_2+Y_1x_1}{Y_2-Y_1}
=\frac{Y_2x_1-Y_1x_2}{Y_2-Y_1}. 
\end{aligned}\tag{4}
$$

The two terms $x_1Y_1$ cancel in the last step.

For the data, $x_1=10\ \text{eV}^{1/2}$ and $x_2=16\ \text{eV}^{1/2}$. Hence

$$
A=\frac{0.8-0.4}{16-10}=\frac{0.4}{6}=0.0667\ \text{eV}^{-1/2},
$$

$$
s=\frac{0.8\times10-0.4\times16}{0.8-0.4}
=\frac{8.0-6.4}{0.4}=4\ \text{eV}^{1/2},
$$

$$
E_{\rm th}=s^2=16\ \text{eV}.
$$

Substitution confirms the result: $(10-4)/15=0.4$ and $(16-4)/15=0.8$. A numerical root search on law (1), which does not use formula (4), also gives 16.000 eV.

The geometry shows what has been done. The measurements span 6 units of $x$, from 10 to 16. The threshold lies another 6 units below the lower point. The result is therefore an extrapolation as long as the measured interval itself, and it relies on the law holding in a range where there are no data.

### (b) When a positive threshold exists

Let $\rho=Y_2/Y_1$ be the yield ratio, with $E_2>E_1$. A positive slope requires $\rho>1$. Dividing the fraction in the first line of (4) above and below by $Y_1$ gives

$$
s=x_1-\frac{x_2-x_1}{\rho-1}. \tag{5}
$$

As $\rho$ grows, the subtracted term shrinks, so $s$ rises steadily. Each ratio thus belongs to one value of $s$. The condition $s>0$ reads

$$
\rho-1>\frac{x_2-x_1}{x_1}
\quad\Longrightarrow\quad
\frac{Y_2}{Y_1}>\frac{x_2}{x_1}=\sqrt{\frac{E_2}{E_1}}. \tag{6}
$$

Here the ratio is 2 and the bound is 1.6, so the threshold exists and is unique.

The two limits have a simple meaning. If $\rho$ falls to $x_2/x_1$, the line passes through the origin, the threshold vanishes, and the yield is proportional to $\sqrt E$. If $\rho$ becomes very large, $s$ approaches $x_1$: the lower measurement then lies just above threshold, where the yield is small.

Below the bound, squaring hides the failure. Suppose the second yield were 0.6, so that $\rho=1.5$. Equation (5) gives

$$
s=10-\frac{6}{0.5}=-2\ \text{eV}^{1/2}.
$$

Squaring this number gives 4 eV, which looks like an acceptable threshold. But a threshold of 4 eV means $s=+2\ \text{eV}^{1/2}$. Fitting the first point then requires $A=0.4/(10-2)=0.05\ \text{eV}^{-1/2}$, and the second yield becomes $0.05\times(16-2)=0.70$, not 0.6. The correct conclusion is that these yields, taken as exact, do not fit law (1) with a positive threshold. With an independent error of 5 % in each yield, the ratio 1.5 is uncertain by about 0.1, so a small positive threshold could not be excluded.

### (c) The effect of yield errors

Write $D=Y_2-Y_1$ and differentiate (4) by the quotient rule. For the first yield, the numerator has derivative $-x_2$ and the denominator has derivative $-1$:

$$
\begin{aligned}
\frac{\partial s}{\partial Y_1}
&=\frac{-x_2(Y_2-Y_1)+(Y_2x_1-Y_1x_2)}{D^2}\\
&=-\frac{Y_2(x_2-x_1)}{D^2}.
\end{aligned}
$$

For the second yield, the corresponding derivatives are $x_1$ and $+1$:

$$
\begin{aligned}
\frac{\partial s}{\partial Y_2}
&=\frac{x_1(Y_2-Y_1)-(Y_2x_1-Y_1x_2)}{D^2}\\
&=+\frac{Y_1(x_2-x_1)}{D^2}.
\end{aligned}
$$

Let the yields change by small relative amounts $\epsilon_1$ and $\epsilon_2$, so that $\delta Y_i=\epsilon_iY_i$. Since $E_{\rm th}=s^2$, to first order $\delta E_{\rm th}=2s\,\delta s$, and

$$
\delta E_{\rm th}
=G(\epsilon_2-\epsilon_1),\qquad
G=\frac{2sY_1Y_2(x_2-x_1)}{(Y_2-Y_1)^2}. \tag{7}
$$

For the data,

$$
G=\frac{2\times4\times0.4\times0.8\times6}{0.4^2}=96\ \text{eV}.
$$

Independent errors add in quadrature. With a standard deviation of 0.05 for each relative error,

$$
\sigma(E_{\rm th})=96\sqrt{0.05^2+0.05^2}=6.8\ \text{eV}.
$$

A 5 % error in each yield therefore becomes an error of about 42 % relative to the 16 eV threshold. Two steps produce this. The long extrapolation turns a small tilt of the line into an error of about 21 % in the intercept $s$, and squaring $s$ doubles the relative error.

Equation (7) is a first-order result. Drawing normally distributed yield errors of 5 % and putting each pair into the full formula gives a spread of 6.5 eV. The first-order estimate is thus adequate here, and a fair statement of the result is $16\pm7$ eV, for this law and these errors.

The minus sign in (7) shows that equal relative errors cancel. This holds beyond first order, because multiplying both yields in (4) by the same factor leaves the fraction unchanged. An error in the ion current common to both measurements acts in this way. If both yields are multiplied by 1.2, the threshold remains 16 eV, while $A$ rises from 0.0667 to 0.0800 $\text{eV}^{-1/2}$.

### (d) Energy scale, background and energy spread

In each case below the data are corrected for one effect, with the others absent. Because the yield ratio is 2 in the first and third cases, equation (5) reduces there to $s=2x_1-x_2$.

**Energy offset.** Suppose the quoted energies come from the wafer bias relative to ground and omit the plasma potential. A singly charged ion that crosses the sheath without collisions gains this additional energy as well. With a plasma potential of 15 V, the impact energies are 115 and 271 eV:

$$
s=2\sqrt{115}-\sqrt{271}=21.45-16.46=4.99\ \text{eV}^{1/2},
$$

so $E_{\rm th}=24.9$ eV. The threshold rises by 8.9 eV, not by 15 eV, because the law is linear in $\sqrt E$ rather than in $E$. Adding 15 eV at 100 eV raises $x_1$ by only 0.72 $\text{eV}^{1/2}$, whereas moving the threshold from 16 to 31 eV would need $s$ to rise by 1.57 $\text{eV}^{1/2}$. If the distance between the two points stayed at 6, then $s=10.72-6=4.72\ \text{eV}^{1/2}$ and the threshold would be 22.3 eV. The distance in fact shrinks to 5.74 $\text{eV}^{1/2}$, which shortens the extrapolation and raises the threshold further, to 24.9 eV.

**Etching without ions.** Suppose that spontaneous chemical etching contributes 0.02 atoms per incident ion to both measured yields. The ion-enhanced parts are then 0.38 and 0.78, and

$$
s=\frac{0.78\times10-0.38\times16}{0.78-0.38}
=\frac{7.80-6.08}{0.40}=4.3\ \text{eV}^{1/2}.
$$

The threshold becomes 18.5 eV. Subtracting the same amount from both yields lowers the smaller one by the larger fraction. This increases $\rho$, and by (5) it raises the threshold.

**Spread of ion energies.** Let the impact energy be $E+(W/2)\cos\phi$, with all phases $\phi$ equally likely and full width $W$. If every energy lies above threshold, the mean yield depends on the mean of the square root. Put $u=(W/2E)\cos\phi$ and expand for small $u$:

$$
\sqrt{E(1+u)}\approx\sqrt E\left(1+\frac u2-\frac{u^2}{8}\right).
$$

The mean of $u$ is zero. The mean of $\cos^2\phi$ is $1/2$, so the mean of $u^2$ is $W^2/(8E^2)$, and

$$
\left\langle\sqrt E\right\rangle\approx
\sqrt E\left(1-\frac{W^2}{64E^2}\right). \tag{8}
$$

For $W=40$ eV at both mean energies, numerical averaging gives 9.9748 and 15.9939 $\text{eV}^{1/2}$. Hence $s=2\times9.9748-15.9939=3.956\ \text{eV}^{1/2}$ and $E_{\rm th}=15.65$ eV, a shift of $-0.35$ eV. The lowest energy present is 80 eV, well above threshold. If the spread reached below threshold, the zero part of law (1) would enter the average, and the mean yield could no longer be found from the mean root (8) alone.

**Comparison with a real process.** The yields and the threshold are round model values, not data for a particular material and gas. The offset, background and width are likewise rough choices, and each depends on the reactor. In a plasma reactor with radio-frequency bias, the ions do not all arrive with one energy, and the bias voltage alone does not give their impact energy. For the values chosen here, the missing plasma potential matters most, with a shift of 8.9 eV; the background moves the threshold by 2.5 eV and the energy spread by less than 1 eV. This ranking assumes the same plasma potential and the same width at both bias settings, whereas in a real reactor both generally change with the bias. Offsets of 15 and 25 eV would give a shift of about 6 eV, offsets of 15 and 38 eV only about 2.5 eV, and a width of 80 eV at both energies a shift of $-1.4$ eV. A common offset of 15 eV is comparable with the random error of about 7 eV, but repeating the measurements would not reduce it. An inferred threshold should therefore be used to set a bias voltage only after the energy scale has been checked.

## Variation 1: the root of the excess energy

Use the same data, but assume

$$
Y=C\sqrt{E-E_{\rm th}}\quad\text{for }E>E_{\rm th},
$$

with zero yield below. What threshold follows, and would a third measurement at 36 eV distinguish the two laws?

**Solution.** Squaring the law gives $Y^2=C^2(E-E_{\rm th})$, a straight line in $E$. Subtracting the equations for the two points,

$$
C^2=\frac{Y_2^2-Y_1^2}{E_2-E_1}
=\frac{0.64-0.16}{256-100}
=\frac{0.48}{156}\ \text{eV}^{-1},
$$

so $C=0.0555\ \text{eV}^{-1/2}$. The first point then gives

$$
E_{\rm th}=E_1-\frac{Y_1^2}{C^2}
=100-\frac{0.16\times156}{0.48}
=100-52=48\ \text{eV}.
$$

The same two yields therefore imply 16 eV under one law and 48 eV under the other. Two points fix two constants in either law and leave nothing over to test its form.

The laws differ most clearly in how they start. For law (1), the identity $E-E_{\rm th}=(\sqrt E-\sqrt{E_{\rm th}})(\sqrt E+\sqrt{E_{\rm th}})$ gives, just above threshold,

$$
Y=\frac{A(E-E_{\rm th})}{\sqrt E+\sqrt{E_{\rm th}}}
\approx\frac{A}{2\sqrt{E_{\rm th}}}(E-E_{\rm th}).
$$

This yield starts with a finite slope in $E$. The yield $C\sqrt{E-E_{\rm th}}$ starts with an infinite slope and, between the two measured energies, bends over more strongly. From a threshold of 48 eV it doubles between 100 and 256 eV, as the data require. Law (1) with the same threshold, $\sqrt{48}=6.93$, would give the ratio $(16-6.93)/(10-6.93)=2.95$. Since this ratio rises with the threshold, law (1) needs a lower threshold to fit the same data.

At 36 eV, law (1) predicts $(6-4)/15=0.133$. The rival law predicts zero, since 36 eV lies below its threshold of 48 eV. With independent 5 % errors in the original yields, the first prediction has a spread of 0.043, so a yield close to zero would lie about three spreads away from it. The rival threshold has a spread of 10.4 eV, however, and 36 eV is only 12 eV below its central value. A small positive yield would therefore not rule out the rival law. Several measurements at low energy would give a firmer decision than one.

A law linear in $E$ can be excluded more directly. Its line through the two points has slope $0.4/156\ \text{eV}^{-1}$ and meets the energy axis at $100-156=-56$ eV. For the central values of the data, it has no positive threshold.

## Variation 2: a limited supply of reactant

Return to law (1), but let it describe the yield $Y_0$ of a fully covered surface. The actual coverage is $\theta$, bare sites do not etch, and the measured yield is $Y=Y_0\theta$. For each incident ion, $R$ reactant atoms arrive and stick to bare sites with probability $S$. Each removed substrate atom carries away $c$ reactant atoms, and there is no other loss. Find the threshold for $R=100$, $S=0.5$ and $c=2$, with the same $R$ at both energies.

**Solution.** In the steady state, the gain and loss of reactant per ion are equal:

$$
SR(1-\theta)=cY_0\theta. \tag{9}
$$

Collecting the terms in $\theta$ gives $SR=(SR+cY_0)\theta$, and therefore

$$
Y=Y_0\theta=\frac{SR\,Y_0}{SR+cY_0}.
$$

Taking the reciprocal separates the two influences:

$$
\frac1Y=\frac1{Y_0}+\frac{c}{SR}
\quad\Longrightarrow\quad
\frac1{Y_0}=\frac1Y-\frac{c}{SR}. \tag{10}
$$

Here $c/(SR)=2/50=0.04$. The two measurements give

$$
Y_{0,1}=\frac1{2.50-0.04}=0.4065,\qquad
Y_{0,2}=\frac1{1.25-0.04}=0.8264.
$$

The coverages $Y/Y_0$ are 0.984 and 0.968. The surface is almost full in both cases, but it is slightly emptier at the higher energy, where each ion uses more reactant. The corrected yield ratio is $0.8264/0.4065=2.033$, and (5) gives

$$
s=10-\frac{6}{1.033}=4.19\ \text{eV}^{1/2},\qquad
E_{\rm th}=17.6\ \text{eV}.
$$

The shift is $+1.6$ eV. Its sign is general within this model: the higher yield is reduced by the larger fraction, so the measured ratio is too small and the uncorrected threshold too low.

For an abundant supply, $SR\gg cY_0$, the correction vanishes and the threshold returns to 16 eV. In the opposite limit, $SR\ll cY_0$, the measured yield tends to $SR/c$. It then reports the gas supply and contains almost no information about the threshold.

Equation (9) also assumes that reactant arrives throughout the ion bombardment. In an atomic-layer etching cycle with the gas supply off during the ion step, $R=0$ and the coverage falls as etching proceeds. The steady-state correction (10) then does not apply, and a yield averaged over the step is not the yield of a covered surface. The numerical output below lists the input values and the main results of the solution and of both variations.

## Numbers as computed

```
first point: energy 100 eV, yield 0.4 atoms/ion
second point: energy 256 eV, yield 0.8 atoms/ion
square roots of energies: 10.0 and 16.0 eV^1/2
slope A: 0.06667 eV^-1/2
square root of threshold: 4.000 eV^1/2
threshold from formula: 16.000 eV
threshold from root search: 16.000 eV
yield ratio of data: 2.00 (no unit)
least ratio for a threshold: 1.60 (no unit)
trap: second yield changed to 0.6 atoms/ion
trap: signed intercept -2.00 eV^1/2
trap: false threshold 4.00 eV
trap: second yield it predicts 0.70 atoms/ion
rival law: threshold 48.00 eV
rival law: slope C 0.05547 eV^-1/2
law linear in E: intercept -56.0 eV
third measurement: energy 36 eV
third yield, stated law: 0.133 atoms/ion
third yield, rival law: 0.000 atoms/ion
independent yield error: 5 %
threshold error, linear formula: 6.79 eV
threshold spread, sampling: 6.5 eV
rival threshold spread, sampling: 10.4 eV
third-yield spread, stated law: 0.043 atoms/ion
common yield scale factor: 1.2 (no unit)
threshold after common scaling: 16.000 eV
slope A after common scaling: 0.08000 eV^-1/2
assumed energy offset: 15 eV
threshold with offset: 24.9 eV
assumed ion-free background: 0.02 atoms/ion
threshold with background removed: 18.5 eV
neutral-to-ion flux ratio R: 100 (no unit)
sticking probability S: 0.5 (no unit)
reactant atoms per removed atom c: 2
coverages: 0.984 and 0.968 (no unit)
saturated yields: 0.4065, 0.8264 atoms/ion
threshold for saturated surface: 17.6 eV
assumed full energy width W: 40 eV
mean roots: 9.9748, 15.9939 eV^1/2
threshold with energy modulation: 15.65 eV
threshold shift, energy offset: +8.86 eV
threshold shift, ion-free background: +2.49 eV
threshold shift, finite reactant supply: +1.57 eV
threshold shift, ion-energy modulation: -0.35 eV
largest of these shifts: energy offset
```
